# Cancellation of Leading Contact Terms in 1s and 2s Hyperfine Intervals: a numerical check

```python
"""Result under test: for a one-electron ion with nuclear spin 1/2,
D = 8 E(2s) - E(1s) loses all leading contact terms and begins as
(5/8)(Z alpha)^2 E_F.  E(ns) is the interval E(F=1) - E(F=0), E_F its
nonrelativistic 1s value.  Hartree atomic units, c = 1/alpha.
P, Q: large and small radial Dirac functions (kappa = -1 for s states).
A_s, B_s, C_s: integrals of r^s times P^2+Q^2, P^2-Q^2 and P*Q.
The closed forms are compared with numerical solutions of the radial
Dirac equation, for point nuclei and for nuclei of finite size."""
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from sympy.physics.hydrogen import R_nl

alpha = sc.fine_structure
c = 1.0 / alpha
NAMES = ["A_0", "B_0", "A_-1", "B_-1", "C_-1", "C_-2"]


def closed_moments(Z, n):
    """Energy (rest energy removed) and moments from the derived formulas."""
    kappa, a = -1, Z * alpha
    gamma = math.sqrt(1 - a * a)
    g = n - 1 + gamma
    N = math.sqrt(g * g + a * a)
    f = g / N
    G = Z**2 * a / (gamma * N**3)
    moments = [1.0, f, Z * (g * gamma + a * a) / (gamma * N**3), Z / N**2,
               kappa * G / (2 * Z), G * (2 * kappa * f - 1) / (4 * gamma**2 - 1)]
    return c * c * (f - 1), np.array(moments)


def radial_rhs(t, y, eps, Z, R, inside):
    """Radial Dirac equation and running integrals, with t = ln r."""
    r = math.exp(t)
    P, Q = y[0], y[1]
    k = (eps + (Z / R if inside else Z / r)) / c
    plus, minus = P * P + Q * Q, P * P - Q * Q
    return [P + r * (2 * c + k) * Q, -Q - r * k * P, r * plus, r * minus,
            plus, minus, P * Q, 0.0 if inside else P * Q / r]


def propagate(r1, r2, y, eps, Z, R, inside):
    sol = solve_ivp(radial_rhs, (math.log(r1), math.log(r2)), y,
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    args=(eps, Z, R, inside))
    assert sol.success
    return sol.y[:, -1]


def numerical_moments(Z, n, R=0.0):
    """Shooting solution; R > 0 puts charge and magnetization on a shell."""
    r_match, r_max = (1.0 if n == 1 else 4.0) / Z, 40.0 * n / Z

    def halves(eps):
        if R == 0.0:
            a = Z * alpha
            gamma = math.sqrt(1 - a * a)
            r0, q = 1e-10 / Z, -a / (1 + gamma)
            start = [1.0, q, 0, 0, 0, 0, 0, q / (r0 * (2 * gamma - 1))]
            out = propagate(r0, r_match, start, eps, Z, R, False)
        else:
            r0 = 1e-4 * R
            start = [1.0, -(eps + Z / R) * r0 / (3 * c), 0, 0, 0, 0, 0, 0]
            at_shell = propagate(r0, R, start, eps, Z, R, True)
            out = propagate(R, r_match, at_shell, eps, Z, R, False)
        decay = math.sqrt(-eps * (2 + eps / c**2))
        start = [1.0, -decay / (2 * c + eps / c), 0, 0, 0, 0, 0, 0]
        return out, propagate(r_max, r_match, start, eps, Z, R, False)

    def mismatch(eps):
        out, inn = halves(eps)
        return out[1] / out[0] - inn[1] / inn[0]

    guess = closed_moments(Z, n)[0]
    eps = brentq(mismatch, guess * 1.001, guess * 0.999,
                 xtol=1e-13 * abs(guess), rtol=1e-13)
    out, inn = halves(eps)
    total = out[2:] - (out[0] / inn[0])**2 * inn[2:]
    return eps, total / total[0]


# Contact densities of the nonrelativistic s states
Zs = sp.symbols("Z", positive=True)
density = {n: R_nl(n, 0, 0, Zs)**2 / (4 * sp.pi) for n in (1, 2)}
assert sp.simplify(8 * density[2] - density[1]) == 0
assert sp.simplify(density[1] - Zs**3 / sp.pi) == 0

# Angular factor: octahedral average (exact for quadratic functions)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
dirac_alpha = [np.kron(pauli[0], s) for s in pauli]
coupling = np.zeros((4, 4), complex)
for axis in range(3):
    for sign in (1, -1):
        u = np.zeros(3)
        u[axis] = sign
        sigma_r = sum(u[i] * pauli[i] for i in range(3))
        spinor = np.vstack([np.eye(2), -1j * sigma_r])
        for i in range(3):
            j, k = (i + 1) % 3, (i + 2) % 3
            cross = u[j] * dirac_alpha[k] - u[k] * dirac_alpha[j]
            coupling += np.kron(spinor.conj().T @ cross @ spinor, pauli[i]) / 6
levels = np.linalg.eigvalsh(coupling)
assert abs(levels[0] - levels[2]) < 1e-12      # the triplet F = 1
angular = levels[1] - levels[3]
assert abs(angular + 16 / 3) < 1e-12
print(f"angular factor of the interval: {angular:.6f} (dimensionless)")

# Closed moments against the numerical Dirac solution, point nucleus
reduced = {}
for Z in (5, 10, 80):
    for n in (1, 2):
        e_num, m_num = numerical_moments(Z, n)
        e_cl, m_cl = closed_moments(Z, n)
        assert abs(e_num / e_cl - 1) < 1e-8
        assert np.max(np.abs(m_num / m_cl - 1)) < 1e-6
        reduced[Z, n] = -n**3 * m_num[5] / (alpha * Z**3)
        if Z == 80 and n == 2:
            print("Z = 80, 2s moments (a.u.): numerical, closed form")
            for name, v, w in zip(NAMES[1:], m_num[1:], m_cl[1:]):
                print(f"  {name:5s} {v:.7f}  {w:.7f}")
for n in (1, 2):
    print(f"Z = 80, n^3 E({n}s)/E_F, numerical: {reduced[80, n]:.6f}")

# Expansion in x = (Z alpha)^2 against extrapolated numerical intervals
x = sp.symbols("x", positive=True)
gam = sp.sqrt(1 - x)
Nap = sp.sqrt(2 + 2 * gam)
ratio_1s = 1 / (gam * (2 * gam - 1))
ratio_2s = 8 * (Nap + 1) / (Nap**3 * gam * (4 * gam**2 - 1))
ser1 = sp.expand(sp.series(ratio_1s, x, 0, 3).removeO())
ser2 = sp.expand(sp.series(ratio_2s, x, 0, 3).removeO())
first, second = [sp.nsimplify(sp.simplify((ser2 - ser1).coeff(x, k)))
                 for k in (1, 2)]
for Z in (5, 10, 80):
    for n, ratio in ((1, ratio_1s), (2, ratio_2s)):
        value = float(ratio.subs(x, (Z * alpha)**2).evalf(20))
        assert abs(value / reduced[Z, n] - 1) < 1e-6
x5, x10 = (5 * alpha)**2, (10 * alpha)**2
y5 = (reduced[5, 2] - reduced[5, 1]) / x5
y10 = (reduced[10, 2] - reduced[10, 1]) / x10
slope = (y10 - y5) / (x10 - x5)
intercept = y5 - slope * x5
assert first == sp.Rational(5, 8) and abs(intercept - 5 / 8) < 2e-4
assert abs(slope - float(second)) < 0.05
print(f"series of E(1s)/E_F:   {ser1}   [x = (Z alpha)^2]")
print(f"series of 8E(2s)/E_F:  {ser2}")
print(f"coefficients of D/E_F: {first}, {second}")
print(f"numerical D/(x E_F) at Z = 5, 10: {y5:.6f}, {y10:.6f}")
print(f"extrapolated to x = 0: {intercept:.6f}; slope {slope:.4f}")

# Nuclear size: the leading relative shift is common to 1s and 2s
print("shell nucleus, Z = 1: R (bohr), shift 1s, shift 2s, -(8/3)ZR")
deviation, leftover = [], []
for R in (4e-3, 2e-3):
    s1, s2 = [numerical_moments(1, n, R)[1][5] / closed_moments(1, n)[1][5] - 1
              for n in (1, 2)]
    linear = -8 * R / 3
    deviation.append(abs(s1 / linear - 1))
    leftover.append(abs((s2 - s1) / s1))
    print(f"  {R:.3f}  {s1:.7f}  {s2:.7f}  {linear:.7f}")
assert deviation[0] < 0.05 and deviation[1] < deviation[0]
assert leftover[0] < 0.01 and leftover[1] < leftover[0]
print(f"uncancelled fraction of the shift: {leftover[0]:.2e}, {leftover[1]:.2e}")

# Hydrogen and the helium-3 ion
pc = sc.physical_constants
hartree_hz = pc["hartree-hertz relationship"][0]
mu_B, a0 = pc["Bohr magneton"][0], pc["Bohr radius"][0]
anomaly = pc["electron mag. mom. anomaly"][0]
print(f"alpha = {alpha:.10f}; electron anomaly = {anomaly:.8f}")
for label, Z, nucleus in (("H", 1, "proton"), ("3He+", 2, "helion")):
    moment_si = pc[nucleus + " mag. mom."][0]
    mu = moment_si / mu_B / 2
    mass_ratio = sc.m_e / pc[nucleus + " mass"][0]
    recoil = (1 + mass_ratio)**-3
    E_F = 16 / 3 * alpha**2 * Z**3 * mu * recoil * hartree_hz
    contact_si = (2 / 3 * sc.mu_0 * mu_B * moment_si * 4
                  * Z**3 / (math.pi * a0**3) * recoil / sc.h)
    assert abs(E_F / contact_si - 1) < 1e-7
    xz = (Z * alpha)**2
    r1, r2 = [float(q.subs(x, sp.Float(xz, 30)).evalf(25))
              for q in (ratio_1s, ratio_2s)]
    D = (r2 - r1) * E_F
    lead, nxt = float(first) * xz * E_F, float(second) * xz**2 * E_F
    assert abs(D - lead - nxt) < 10 * xz**3 * abs(E_F)
    print(f"{label}: mu = {mu:.8e} a.u., m/M = {mass_ratio:.6e}")
    print(f"  (Z alpha)^2 = {xz:.8e}, (1+m/M)^-3 = {recoil:.8f}")
    print(f"  E_F = {E_F / 1e6:.4f} MHz")
    print(f"  Dirac E(1s) = {r1 * E_F / 1e6:.4f} MHz")
    print(f"  Dirac E(2s) = {r2 * E_F / 8e6:.4f} MHz")
    print(f"  leading term of D = {lead / 1e3:.4f} kHz")
    print(f"  next term of D = {nxt / 1e3:.5f} kHz")
    print(f"  D, full Dirac = {D / 1e3:.4f} kHz = {D / hartree_hz:.5e} hartree")
    print(f"  cancelled anomaly term in E(1s) = {anomaly * E_F / 1e3:.1f} kHz")
    scale = alpha / math.pi * math.log(1 / xz)
    print(f"  rough relative size of omitted radiative part = {scale:.3f}")
    if label == "H":
        radius = pc["proton rms charge radius"][0] / a0
        print(f"  proton rms charge radius = {radius:.4e} bohr")
        print(f"  cancelled shell-size term = {-8 / 3 * radius * E_F / 1e3:.1f} kHz")

print("every check passed")
```

Running it gives:

```
angular factor of the interval: -5.333333 (dimensionless)
Z = 80, 2s moments (a.u.): numerical, closed form
  B_0   0.9518156  0.9518156
  A_-1  25.8804259  25.8804259
  B_-1  22.0762006  22.0762006
  C_-1  -4.1692802  -4.1692802
  C_-2  -1183.4123848  -1183.4123848
Z = 80, n^3 E(1s)/E_F, numerical: 1.974425
Z = 80, n^3 E(2s)/E_F, numerical: 2.533908
series of E(1s)/E_F:   17*x**2/8 + 3*x/2 + 1   [x = (Z alpha)^2]
series of 8E(2s)/E_F:  449*x**2/128 + 17*x/8 + 1
coefficients of D/E_F: 5/8, 177/128
numerical D/(x E_F) at Z = 5, 10: 0.626845, 0.632430
extrapolated to x = 0: 0.624983; slope 1.3985
shell nucleus, Z = 1: R (bohr), shift 1s, shift 2s, -(8/3)ZR
  0.004  -0.0107394  -0.0107265  -0.0106667
  0.002  -0.0053564  -0.0053532  -0.0053333
uncancelled fraction of the shift: 1.19e-03, 5.98e-04
alpha = 0.0072973526; electron anomaly = 0.00115965
H: mu = 7.60516101e-04 a.u., m/M = 5.446170e-04
  (Z alpha)^2 = 5.32513544e-05, (1+m/M)^-3 = 0.99836793
  E_F = 1418.8401 MHz
  Dirac E(1s) = 1418.9534 MHz
  Dirac E(2s) = 177.3751 MHz
  leading term of D = 47.2220 kHz
  next term of D = 0.00556 kHz
  D, full Dirac = 47.2275 kHz = 7.17778e-12 hartree
  cancelled anomaly term in E(1s) = 1645.4 kHz
  rough relative size of omitted radiative part = 0.023
  proton rms charge radius = 1.5888e-05 bohr
  cancelled shell-size term = -60.1 kHz
3He+: mu = -5.79370490e-04 a.u., m/M = 1.819543e-04
  (Z alpha)^2 = 2.13005418e-04, (1+m/M)^-3 = 0.99945434
  E_F = -8656.5279 MHz
  Dirac E(1s) = -8659.2945 MHz
  Dirac E(2s) = -1082.5559 MHz
  leading term of D = -1152.4296 kHz
  next term of D = -0.54311 kHz
  D, full Dirac = -1152.9729 kHz = -1.75232e-10 hartree
  cancelled anomaly term in E(1s) = -10038.6 kHz
  rough relative size of omitted radiative part = 0.020
every check passed
```
